# Outgassing of a loaded slab: from inverse-square-root to exponential decay: verification in Python

```python
"""Diffusion-limited outgassing of a uniformly loaded slab, both faces at c = 0.

Result under test: the flux per face is
    q = (4 D c0/L) sum_{n>=0} exp(-(2n+1)^2 pi^2 theta),  theta = D t/L^2,
with early law c0 sqrt(D/(pi t)) and late law (4 D c0/L) exp(-pi^2 theta).
The two laws never intersect; they come closest at t_c = L^2/(2 pi^2 D).

Symbols: L thickness, D diffusivity, c0 initial concentration, t time.
Scaled flux = q L/(D c0); scaled concentration = c/c0; scaled time = theta.
W = K c0 L/D measures surface recombination (atomic flux = K c_surface^2).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar


def flux_modes(theta):
    odd = 2 * np.arange(400) + 1
    return 4 * np.sum(np.exp(-(odd * np.pi) ** 2 * theta))


def flux_images(theta):
    n = np.arange(1, 60)
    series = np.sum((-1.0) ** n * np.exp(-n**2 / (4 * theta)))
    return (1 + 2 * series) / np.sqrt(np.pi * theta)


def early(theta):
    return 1 / np.sqrt(np.pi * theta)


def late(theta):
    return 4 * np.exp(-np.pi**2 * theta)


def log_slope(function, theta, step=1e-4):
    up, down = function(theta * np.exp(step)), function(theta * np.exp(-step))
    return np.log(up / down) / (2 * step)


# Direct solution: diagonalise the discretised diffusion operator.
intervals = 400
dx = 1 / intervals
decay, vectors = eigh_tridiagonal(
    np.full(intervals - 1, 2 / dx**2), np.full(intervals - 2, -1 / dx**2))
start = vectors.T @ np.ones(intervals - 1)


def direct_solution(theta):
    profile = vectors @ (np.exp(-decay * theta) * start)
    return profile[0] / dx, dx * profile.sum()


def half_slab(times, recombination=np.inf, cells=200, speed=lambda theta: 1.0):
    """Finite volumes from face to mid-plane; returns flux, surface c, content."""
    h = 0.5 / cells

    def surface(first):
        if np.isinf(recombination):
            return 0.0 * first
        root = np.sqrt(1 + 2 * recombination * h * np.maximum(first, 0))
        return 2 * first / (1 + root)

    def rhs(theta, u):
        gradient = np.zeros(cells + 1)
        gradient[0] = 2 * (u[0] - surface(u[0])) / h
        gradient[1:-1] = np.diff(u) / h
        return speed(theta) * np.diff(gradient) / h

    run = solve_ivp(rhs, (0, times[-1]), np.ones(cells), method="LSODA",
                    t_eval=times, rtol=1e-8, atol=1e-13, lband=1, uband=1)
    assert run.success
    face = surface(run.y[0])
    return 2 * (run.y[0] - face) / h, face, 2 * h * run.y.sum(axis=0)


# Both series against the diffusion equation and a numerical Laplace inversion.
for theta in (0.005, 0.02, 0.05, 0.1, 0.3):
    assert abs(direct_solution(theta)[0] / flux_modes(theta) - 1) < 2e-3
    assert abs(flux_images(theta) / flux_modes(theta) - 1) < 1e-9
for theta in (0.02, 0.05, 0.2):
    inverse = mp.invertlaplace(
        lambda s: mp.tanh(mp.sqrt(s) / 2) / mp.sqrt(s), theta, method="talbot")
    assert abs(float(inverse) / flux_images(theta) - 1) < 1e-6

# The true flux lies strictly between the two laws, which therefore never cross.
for theta in np.geomspace(0.012, 0.3, 200):
    assert late(theta) < flux_modes(theta) < early(theta)

# Closest approach found numerically, compared with the closed forms.
closest = minimize_scalar(lambda x: np.log(early(x) / late(x)),
                          bounds=(0.005, 0.5), method="bounded",
                          options={"xatol": 1e-10})
theta_c = 1 / (2 * np.pi**2)
gap = np.exp(closest.fun)
assert abs(closest.x / theta_c - 1) < 1e-5
assert abs(gap - np.sqrt(np.pi * np.e / 8)) < 1e-9
early_error = early(theta_c) / flux_modes(theta_c) - 1
late_error = late(theta_c) / flux_modes(theta_c) - 1
assert abs(early_error / (2 * np.exp(-np.pi**2 / 2)) - 1) < 0.03
assert abs(-late_error / np.exp(-4) - 1) < 0.03
for theta in np.geomspace(0.003, 1, 300):
    switched = early(theta) if theta < theta_c else late(theta)
    assert abs(switched / flux_modes(theta) - 1) < 0.02
theta_equal = brentq(lambda x: early(x) + late(x) - 2 * flux_modes(x), 0.03, 0.08)
equal_error = early(theta_equal) / flux_modes(theta_equal) - 1
theta_slope = brentq(lambda x: log_slope(flux_modes, x) + 1, 0.06, 0.2)
assert abs(theta_slope * np.pi**2 - 1) < 0.01

# Released fraction and the rule D t -> integral of D dt.
released = 1 - direct_solution(theta_c)[1]
released_early = 4 * np.sqrt(theta_c / np.pi)
assert abs(released - released_early) < 2e-3


def varying_speed(theta):
    return 0.5 + 5 * theta


rescaled_time = quad(varying_speed, 0, 0.08)[0]
content_varying = half_slab([0.08], speed=varying_speed)[2][0]
assert abs(content_varying - direct_solution(rescaled_time)[1]) < 5e-4

# Worked example: rough, rounded values for hydrogen in chamber steel.
thickness = 0.2            # cm
loading = 0.3              # Torr L/cm3 of H2, gas measured at 296 K
prefactor = 0.01           # cm2/s
barrier = 0.55             # eV
bake, room = 573.15, 296.0  # K
recomb_coeff = 1e-21       # cm4/s, uncertain by orders of magnitude
solubility = 0.01          # Torr L/cm3 per sqrt(Torr), at the bake temperature
width, height = 100.0, 50.0  # cm
pump_speed = 100.0         # L/s
ramp = 3600.0              # s
k_ev = const.k / const.e
torr = const.atm / 760


def diffusivity(temperature):
    return prefactor * np.exp(-barrier / (k_ev * temperature))


def crossover_time(temperature):
    return theta_c * thickness**2 / diffusivity(temperature)


D = diffusivity(bake)
diffusion_time = thickness**2 / D
tau1 = diffusion_time / np.pi**2
t_c = crossover_time(bake)
flux_unit = D * loading / thickness
q_c = flux_unit * flux_modes(theta_c)
atoms = 2 * loading * torr * 1e-3 / (const.k * room)
W = recomb_coeff * atoms * thickness / D

# Finite recombination relative to the ideal boundary on the same mesh.
checks = np.array([0.5, 5.0, 10.0]) / np.pi**2
ideal = half_slab(checks)[0]
assert abs(ideal[0] / flux_modes(theta_c) - 1) < 2e-3
real, face, _ = half_slab(checks, W)
change = real / ideal - 1
fine = half_slab(checks, W, cells=400)[0] / half_slab(checks, cells=400)[0] - 1
mesh_shift = np.max(np.abs(fine - change))
assert mesh_shift < 0.01
assert change[2] > change[1] > abs(change[0])
weak_change = half_slab(checks, W / 100)[0] / ideal - 1
tail_times = np.array([100.0, 200.0])
tail = half_slab(tail_times, W)[0]
tail_slope = np.log(tail[1] / tail[0]) / np.log(2)
assert abs(tail_slope + 2) < 0.05
assert abs(tail[1] * 4 * W * tail_times[1] ** 2 - 1) < 0.05

# Other neglected effects.
area = 2 * width * height
pressure_c = q_c * area / pump_speed
redissolved_c = solubility * np.sqrt(pressure_c) / loading
pressure_5 = flux_unit * flux_modes(checks[1]) * area / pump_speed
middle_5 = loading * 4 / np.pi * np.exp(-5)
redissolved_5 = solubility * np.sqrt(pressure_5) / middle_5
equivalent = quad(lambda t: diffusivity(room + (bake - room) * t / ramp) / D,
                  0, ramp)[0]
edge_fraction = 2 * (width + height) * thickness / area
cold_shift = crossover_time(bake - 10) / t_c - 1

hour = const.hour
print(f"Scaled crossover time D t_c/L^2: {theta_c:.5f}")
print(f"Numerical closest approach: {closest.x:.5f}")
print(f"Early/late law ratio at t_c: {gap:.4f}")
print(f"Early law error at t_c: {100*early_error:+.2f} %")
print(f"Late law error at t_c: {100*late_error:+.2f} %")
print(f"Equal-error scaled time: {theta_equal:.5f}")
print(f"Error of each law there: {100*equal_error:.2f} %")
print(f"True log slope at t_c: {log_slope(flux_modes, theta_c):.3f}")
print(f"Scaled time where log slope is -1: {theta_slope:.5f}")
print(f"Released fraction at t_c, direct: {released:.4f}")
print(f"Released fraction at t_c, early law: {released_early:.4f}")
print(f"Thickness: {10*thickness:.1f} mm")
print(f"H2 loading: {loading:.2f} Torr L/cm3 (at {room:.0f} K)")
print(f"D prefactor: {prefactor:.3f} cm2/s; barrier: {barrier:.2f} eV")
print(f"Bake temperature: {bake:.2f} K")
print(f"D at bake: {D:.3e} cm2/s")
print(f"Exponential time constant tau1: {tau1/hour:.2f} h")
print(f"Crossover time t_c: {t_c/hour:.2f} h = {t_c:.3e} s")
print(f"Flux at t_c: {q_c:.3e} Torr L/(s cm2)")
print(f"Flux at t_c in SI: {q_c*torr*1e-3*1e4:.3e} Pa m3/(s m2)")
print("Time (h), then full, early, late flux in Torr L/(s cm2):")
for time in (0.1 * hour, hour, t_c, tau1, 24 * hour, 48 * hour):
    x = time / diffusion_time
    values = [flux_unit * f(x) for f in (flux_modes, early, late)]
    print(f"  {time/hour:6.2f}  " + "  ".join(f"{v:.3e}" for v in values))
print(f"D at {room:.0f} K: {diffusivity(room):.3e} cm2/s")
print(f"t_c at {room:.0f} K: {crossover_time(room)/const.year:.1f} years")
print(f"Recombination coefficient K: {recomb_coeff:.1e} cm4/s")
print(f"Atomic hydrogen loading: {atoms:.3e} cm^-3")
print(f"Recombination number W: {W:.3e}")
print(f"Surface/initial concentration at t_c: {face[0]:.4f}")
for label, a, b in zip(("t_c", "5 tau1", "10 tau1"), change, weak_change):
    print(f"Flux change at {label}: {100*a:+.2f} % (K), {100*b:+.2f} % (K/100)")
print(f"Largest mesh shift, K case, 200 to 400 cells: {100*mesh_shift:.3f} points")
print(f"Log slope of final recombination tail: {tail_slope:.3f}")
print(f"Sheet: {width:.0f} x {height:.0f} cm; pump: {pump_speed:.0f} L/s")
print(f"H2 pressure at t_c: {pressure_c:.2e} Torr")
print(f"Solubility: {solubility:.3f} Torr L/cm3 per sqrt(Torr)")
print(f"Re-dissolved/initial concentration at t_c: {redissolved_c:.2e}")
print(f"Re-dissolved/mid-plane concentration at 5 tau1: {redissolved_5:.2e}")
print(f"Heating ramp: {ramp/hour:.1f} h; bake equivalent: {equivalent/hour:.3f} h")
print(f"Change of t_c if 10 K colder: {100*cold_shift:+.1f} %")
print(f"Edge area/face area: {100*edge_fraction:.2f} %")
print("verified")
```

Running it gives:

```
Scaled crossover time D t_c/L^2: 0.05066
Numerical closest approach: 0.05066
Early/late law ratio at t_c: 1.0332
Early law error at t_c: +1.46 %
Late law error at t_c: -1.80 %
Equal-error scaled time: 0.05186
Error of each law there: 1.64 %
True log slope at t_c: -0.572
Scaled time where log slope is -1: 0.10104
Released fraction at t_c, direct: 0.5074
Released fraction at t_c, early law: 0.5079
Thickness: 2.0 mm
H2 loading: 0.30 Torr L/cm3 (at 296 K)
D prefactor: 0.010 cm2/s; barrier: 0.55 eV
Bake temperature: 573.15 K
D at bake: 1.458e-07 cm2/s
Exponential time constant tau1: 7.72 h
Crossover time t_c: 3.86 h = 1.390e+04 s
Flux at t_c: 5.403e-07 Torr L/(s cm2)
Flux at t_c in SI: 7.204e-04 Pa m3/(s m2)
Time (h), then full, early, late flux in Torr L/(s cm2):
    0.10  3.406e-06  3.406e-06  8.636e-07
    1.00  1.077e-06  1.077e-06  7.686e-07
    3.86  5.403e-07  5.482e-07  5.306e-07
    7.72  3.219e-07  3.877e-07  3.218e-07
   24.00  3.908e-08  2.199e-07  3.908e-08
   48.00  1.746e-09  1.555e-07  1.746e-09
D at 296 K: 4.321e-12 cm2/s
t_c at 296 K: 14.9 years
Recombination coefficient K: 1.0e-21 cm4/s
Atomic hydrogen loading: 1.957e+19 cm^-3
Recombination number W: 2.685e+04
Surface/initial concentration at t_c: 0.0096
Flux change at t_c: -0.53 % (K), -5.43 % (K/100)
Flux change at 5 tau1: +14.18 % (K), +134.62 % (K/100)
Flux change at 10 tau1: +210.89 % (K), +3056.00 % (K/100)
Largest mesh shift, K case, 200 to 400 cells: 0.005 points
Log slope of final recombination tail: -2.028
Sheet: 100 x 50 cm; pump: 100 L/s
H2 pressure at t_c: 5.40e-05 Torr
Solubility: 0.010 Torr L/cm3 per sqrt(Torr)
Re-dissolved/initial concentration at t_c: 2.45e-04
Re-dissolved/mid-plane concentration at 5 tau1: 2.98e-03
Heating ramp: 1.0 h; bake equivalent: 0.159 h
Change of t_c if 10 K colder: +21.9 %
Edge area/face area: 0.60 %
verified
```
